\section*{Why a Mask Edge Is Not Always Imaged at Half Intensity}

\section{Definitions and conventions}

A thin mask is opaque for $x<0$ and clear for $x>0$, and its edge runs along $y$. A projection lens of numerical aperture $\mathrm{NA}$ forms its image with light of wavelength $\lambda$. Positions are given at the scale of the image, in units of $\lambda/\mathrm{NA}$, and spatial frequencies in units of $\mathrm{NA}/\lambda$. In these units the lens transmits the frequencies inside the unit disc. The field is treated as a scalar. Every intensity is divided by that of a large clear area under the same illumination.

A source point is labelled by the transverse frequency $(s,s_y)$ of the plane wave that it sends onto the mask. The edge diffracts along $x$ and not along $y$, so the light from this point crosses the pupil on the line $q_y=s_y$. On that line the pupil function is $P(q)$, with modulus one where light passes and zero elsewhere. The corresponding point image is
\begin{equation}
h(u)=\int P(q)\,e^{2\pi i q u}\,dq ,\qquad \int_{-\infty}^{\infty}h(u)\,du=P(0).
\label{eq:h}
\end{equation}
The second relation holds because integrating the exponential over $u$ gives $\delta(q)$.

The illumination is coherent if it comes from one source point. Different source points are mutually incoherent, so their image intensities add. The source is a uniform disc of radius $\sigma$, centred on the axis unless stated otherwise.

\section{The belief and its appeal}

The belief is that the geometric edge lies where the image intensity is one half of the clear-area value. The argument for it is one of symmetry. A point on the edge has clear mask on one side and opaque mask on the other. A symmetric blur collects equally from both sides, so the point should receive half of the light.

The argument is sound for whatever quantity the lens blurs linearly. In incoherent imaging that quantity is the intensity. In coherent imaging it is the field, and the intensity is found only afterwards, by squaring.

\section{The two limits}

Take one source point on the axis. The image field is the mask transmission convolved with $h$. At the edge,
\begin{equation}
A(0)=\int_0^\infty h(-x')\,dx' .
\end{equation}
If $P(q)=P(-q)$, then $h$ is even, and the integral is half of the full integral in Eq.~\eqref{eq:h}:
\begin{equation}
A(0)=\tfrac12P(0),\qquad I(0)=\frac{|P(0)/2|^2}{|P(0)|^2}=\frac14 .
\label{eq:quarter}
\end{equation}
The clear-area field is $P(0)$, which gives the denominator. An even phase error such as defocus leaves the result unchanged, although it alters the image elsewhere.

No energy is missing. Consider the complementary mask, clear where the first is opaque. Its edge field is also $P(0)/2$, and the two fields together make the clear-area field. The two intensities add to only $1/4+1/4=1/2$. The other half is the interference term, $2\times\frac12\times\frac12=\frac12$.

Now let the source extend uniformly over all $s$. With mask transmission $t(x')$, the sum of intensities along one line $s_y$ is
\begin{equation}
\int ds\left|\int h(x-x')\,t(x')\,e^{2\pi i s x'}dx'\right|^2
=\int |h(x-x')|^2\,|t(x')|^2\,dx' .
\end{equation}
This is Parseval's theorem, since the inner integral is a Fourier transform with respect to $x'$. The intensity of the mask is now blurred by $|h|^2$. If $|h|^2$ is even,
\begin{equation}
I(0)=\frac{\int_0^\infty |h(u)|^2du}{\int_{-\infty}^{\infty}|h(u)|^2du}=\frac12 .
\end{equation}
For a two-dimensional pupil that is even under inversion, the point images on the lines $s_y$ and $-s_y$ mirror each other. Their summed $|h|^2$ is even, so the result stands.

The symmetry condition matters in both limits. Using
$\int_0^\infty e^{-2\pi iqx'}dx'=\frac12\delta(q)+\mathrm{PV}\,[1/(2\pi i q)]$, where PV denotes the principal value, the coherent edge field is
\begin{equation}
A(0)=\frac{P(0)}2+\frac1{2\pi i}\,\mathrm{PV}\!\int\frac{P(q)}{q}\,dq .
\end{equation}
For $P=e^{iW}$ with odd $W$ and $|q|<1$, the cosine part cancels and the second term becomes $\frac1{2\pi}\int_{-1}^{1}(\sin W/q)\,dq$. A phase error of $0.05\,q^3$ waves means $W=0.314\,q^3$. With $\sin W\approx W$, this term is $0.314\times(2/3)/(2\pi)=0.033$, and the intensity is $0.533^2=0.284$. The numerical value is $0.2843$. The same aberration moves the incoherent value for this one-dimensional pupil from $0.5$ to about $0.566$.

\section{A tilted beam is coherent too}

Return to an ideal lens, with $P=1$ on the chord $|q|<a$, where $a=\sqrt{1-s_y^2}$. Then $h(u)=\sin(2\pi a u)/(\pi u)$. For a source point at $s$, put $u=x-x'$ in the convolution:
\begin{align}
A(x)&=\int_0^\infty h(x-x')e^{2\pi i s x'}dx'=e^{2\pi i s x}B(x),\\
B(x)&=\int_{-\infty}^{x}h(u)e^{-2\pi i s u}\,du .
\label{eq:B}
\end{align}
The phase factor in front has modulus one, so $I=|B|^2$. At $x=0$, replacing $u$ by $-u$ and using the evenness of $h$ gives
\begin{equation}
B(0)=\int_0^\infty \frac{\sin(2\pi a u)}{\pi u}\left[\cos(2\pi s u)+i\sin(2\pi s u)\right]du .
\end{equation}

In the real part, the product of sine and cosine is half the sum of sines with frequencies $a+s$ and $a-s$. Since $\int_0^\infty \sin(ku)/u\,du=\frac{\pi}{2}\,\mathrm{sgn}\,k$,
\begin{equation}
\mathrm{Re}\,B(0)=\tfrac14\left[\mathrm{sgn}(a+s)+\mathrm{sgn}(a-s)\right]
=\begin{cases}\tfrac12,&|s|<a,\\[2pt]0,&|s|>a.\end{cases}
\end{equation}
In the imaginary part, the product of sines is half a difference of cosines:
\begin{equation}
\mathrm{Im}\,B(0)=\frac1{2\pi}\int_0^\infty\frac{\cos 2\pi(a-s)u-\cos 2\pi(a+s)u}{u}\,du=\frac{L}{2\pi},
\quad L=\ln\left|\frac{a+s}{a-s}\right| .
\end{equation}
To see the logarithm, start the integral at a small $\epsilon$ and rescale each cosine to the same argument. What remains is $\int\cos t\,dt/t$ between $2\pi|a-s|\epsilon$ and $2\pi|a+s|\epsilon$, where the cosine tends to one. Therefore
\begin{equation}
I(0)=\begin{cases}\dfrac14+\dfrac{L^2}{4\pi^2},&|s|<a,\\[8pt]\dfrac{L^2}{4\pi^2},&|s|>a.\end{cases}
\label{eq:point}
\end{equation}

In the second case the undiffracted beam misses the pupil. A clear area is then dark, and only light diffracted by the edge is collected. This dark-field intensity is measured against a source point of equal strength inside the pupil.

A beam with $s=0.5$ and $s_y=0$ has $L=\ln3=1.0986$ and $\mathrm{Im}\,B(0)=0.1749$. Its edge intensity is $0.25+0.0306=0.2806$, although the light is fully coherent. Symmetry of the pupil function about the illumination direction therefore assures the quarter; without it, the edge intensity generally differs from one quarter. As $s$ approaches $a$, the logarithm grows without bound, because the pupil boundary is taken as perfectly sharp and the clear area as unlimited.

\section{From a quarter to a half}

For a disc source, Eq.~\eqref{eq:point} is summed over the source and divided by the clear-area intensity. The latter comes only from source points inside the pupil. For $\sigma\le1$ this is a plain average,
\begin{equation}
I(0)=\frac14+\frac{\langle L^2\rangle}{4\pi^2}.
\end{equation}
For a small source, $L\approx 2s$ and $\langle s^2\rangle=\sigma^2/4$, so
\begin{equation}
I(0)\approx\frac14+\frac{\sigma^2}{4\pi^2}.
\end{equation}
At $\sigma=0.5$ this estimate is $0.2563$, against $0.2573$ from the full average. The first correction is quadratic in $\sigma$ and has a small coefficient, which is why the coherent value survives so well at moderate $\sigma$.

At $\sigma=1$ the source fills the pupil. On each chord, $w=s/a$ then runs uniformly from $-1$ to $1$. The substitution $w=\tanh(v/2)$ makes $L=v$, and
\begin{align}
\int_0^1L^2\,dw&=\int_0^\infty\frac{v^2\,dv}{2\cosh^2(v/2)}
=\int_0^\infty\frac{2v^2e^{-v}}{(1+e^{-v})^2}\,dv\nonumber\\
&=2\sum_{n=1}^\infty(-1)^{n+1}n\,\frac{2}{n^3}
=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.
\end{align}
The sum comes from expanding the fraction in powers of $e^{-v}$ and using $\int_0^\infty v^2e^{-nv}dv=2/n^3$. Every chord gives the same average, so for the whole disc
\begin{equation}
I(0)=\frac14+\frac1{4\pi^2}\cdot\frac{\pi^2}{3}=\frac13 .
\end{equation}
A source that just fills the pupil does not image an edge incoherently.

The remainder comes from source points outside the pupil. There $w=\coth(v/2)$ again gives $L=v$, and
\begin{equation}
\int_1^\infty L^2\,dw=\int_0^\infty\frac{v^2\,dv}{2\sinh^2(v/2)}
=4\sum_{n=1}^{\infty}\frac1{n^2}=\frac{2\pi^2}{3}.
\end{equation}
Divided by $4\pi^2$, this is $1/6$. The incoherent half is thus made of $1/3$ from bright-field points and $1/6$ from dark-field points.

The edge intensity increases steadily with $\sigma$. Inside the pupil, $|s|/a$ grows along any ray from the centre that is not parallel to the edge, and $L^2$ grows with it. Outside, each further source point adds dark-field light or nothing, while the clear area gains none.

These values can be checked without the logarithm. Replace the edge by a grating with a period of 2000 units, and add the transmitted diffraction orders for each point of a fine source grid. For $\sigma=0.5$, $1$ and $2$ the sums give $0.2573$, $0.3335$ and $0.4533$. The formula gives $0.2573$, $0.3333$ and $0.4536$.

\section{Where the half-intensity point lies}

Away from the edge, Eq.~\eqref{eq:B} is integrated with the same product rules. The real part is its edge value plus an integral from $0$ to $x$. The integrand of the imaginary part is odd, so only its tail beyond $|x|$ survives. For $|s|<a$,
\begin{align}
\mathrm{Re}\,B&=\frac12+\frac{\mathrm{Si}[2\pi(a+s)x]+\mathrm{Si}[2\pi(a-s)x]}{2\pi},\\
\mathrm{Im}\,B&=\frac{\mathrm{Ci}[2\pi(a+s)|x|]-\mathrm{Ci}[2\pi(a-s)|x|]}{2\pi},
\end{align}
with $\mathrm{Si}(z)=\int_0^z\sin t\,dt/t$ and $\mathrm{Ci}(z)=-\int_z^\infty\cos t\,dt/t$.

From Eq.~\eqref{eq:B}, $B'(0)=h(0)=2a$, which is real. Hence
\begin{equation}
\left.\frac{dI}{dx}\right|_0=2\,\mathrm{Re}\left[B^*(0)B'(0)\right]=2a,
\end{equation}
and the slope for a source with $\sigma\le1$ is $2\langle a\rangle$. For a centred disc source the intensity at the edge is below one half and rises toward the clear side, where the half-intensity point is found. This does not hold for every source: by Eq.~\eqref{eq:point}, a point with $L>\pi$, that is $|s|/a>\tanh(\pi/2)=0.917$, puts more than half intensity at the edge.

As a worked case, take $\lambda=248$ nm, $\mathrm{NA}=0.6$ and $\sigma=0.5$. The length unit is $248/0.6=413.3$ nm. The edge intensity is $0.2573$ and $\langle a\rangle=0.9677$, so the slope is $1.935/413.3=0.00468$ per nm. A straight line would reach one half after
\begin{equation}
\frac{0.5-0.2573}{0.00468\ \mathrm{nm^{-1}}}\approx52\ \mathrm{nm}.
\end{equation}
The full profile reaches it at $44.8$ nm, because it curves upward. The coherent case shows why: there $B\approx\frac12+2x$ near the edge, so $I\approx\frac14+2x+4x^2$. The coherent half-intensity point is at $43.9$ nm, so the change from a point source to $\sigma=0.5$ moves it by only about 1 nm.

Suppose that a positive resist is removed wherever the local dose exceeds a sharp threshold. An opening $1000$ nm wide, printed at the half-intensity contour, comes out $911$ nm wide. Two independent edges would give $1000-2\times44.8=910$ nm; the small difference arises because the fields of the two edges interfere. At the threshold $0.2573$ the width is $1001$ nm. To put the edge in place, the clear-area dose must be $1/0.2573=3.89$ times the threshold dose, where the belief would prescribe a factor of 2. This dose rule applies to wide openings, a sharp threshold and the stated optics.

\section{What a real exposure changes}

The wavelength is that of KrF lithography, and the aperture and $\sigma$ are rough values typical of such tools. The opening is wide compared with the finest features that such optics can print, and this isolates the behaviour of a single edge. The following changes start from $0.2573$, with one effect added at a time. Their strengths are assumed, not measured.

The largest changes come from the mask. In an opening $250$ nm wide the second edge raises the value to $0.324$, while in an opaque line of the same width it lowers it to $0.224$. The change oscillates with the width, so the single-edge result should not be carried over to narrow features. If the absorber transmits $6\,\%$ of the intensity with reversed phase, the value falls to $0.154$. The on-axis coherent estimate gives a similar value: the edge field is the mean of the fields on the two sides, $(1-\sqrt{0.06})/2=0.378$, whose square is $0.143$. A mask-edge layer, represented as a $5$ nm shift of the edge at wafer scale, lowers the value by $0.023$.

Defocus by $300$ nm adds $0.014$. It has an effect here because an even pupil is no longer symmetric about a tilted illumination direction. Balanced coma of the form $0.01\,(3\rho^2-2)\,q$ waves, with $\rho^2=q^2+q_y^2$ (about $0.0035$ waves rms, directed across the edge), changes the value by about $0.013$, with a sign that reverses when the coma is reversed. The same coma directed along the edge has no noticeable effect. Resist blur with a standard deviation of $20$ nm adds $0.008$. The vector nature of light in a resist of index $1.75$ adds $0.005$, as does $2\,\%$ flare on a half-open mask. The radiometric weighting of the pupil subtracts $0.001$. Reflections within the resist and the full electromagnetic response of the mask are left out. So is off-axis illumination, which raises the edge value: an annular source from radius $0.6$ to $0.9$ gives $0.311$ with the ideal lens.

None of these effects, taken singly at these strengths, brings the edge to half intensity. The numerical output also lists the edge intensity of the ideal lens, without these effects, for other source sizes.

\section*{Computed values}
\begin{verbatim}
Intensities are relative to a large clear area (dimensionless)
Coherent on-axis, even aberration: 0.250000
Coherent on-axis, odd aberration:  0.2843
Incoherent, even aberration:       0.500000
Incoherent, odd aberration:        0.5665
  (even: 0.3 q^2 waves; odd: 0.05 q^3 waves; slit pupil)
Tilted coherent beam, s = 0.5: Re B = 0.50000
  Im B = 0.17485, intensity = 0.28057
Disc source sigma = 0.1: edge intensity 0.25025
Disc source sigma = 0.3: edge intensity 0.25239
Disc source sigma = 0.5: edge intensity 0.25727, order sum 0.2573
Disc source sigma = 0.7: edge intensity 0.26684
Disc source sigma = 1: edge intensity 0.33333, order sum 0.3335
Disc source sigma = 2: edge intensity 0.45356, order sum 0.4533
Disc source sigma = 200: edge intensity 0.49957
Incoherent limit, bright-field share: 0.33333
Incoherent limit, dark-field share:   0.16667
Example: wavelength 248 nm, NA 0.6, sigma 0.5
Length unit wavelength/NA: 413.3 nm
Edge intensity I(0): 0.2573
Mean chord half-width <a>: 0.9677
Edge slope: 1.9354 per unit = 0.00468 per nm
Half-intensity point, coherent: 0.1061 unit = 43.9 nm
Half-intensity point, example: 0.1084 unit = 44.8 nm
Straight-line estimate of it: 51.8 nm
Mask opening (wafer scale): 1000 nm
Printed width at threshold 0.5: 911.3 nm
Printed width at threshold I(0): 1000.9 nm
Clear-area dose / threshold dose for edge in place: 3.89
Edge intensity with one neglected effect added, and its change:
  defocus 300 nm: 0.2717 (+0.0144)
  balanced coma +0.01 waves: 0.2441 (-0.0132)
  balanced coma -0.01 waves: 0.2708 (+0.0135)
  radiometric weighting, 4x reduction: 0.2561 (-0.0012)
  vector field, resist index 1.75: 0.2625 (+0.0052)
  resist blur, std 20 nm: 0.2652 (+0.0079)
  flare 2 %, half-open mask: 0.2621 (+0.0049)
  second edge at 250 nm: 0.3237 (+0.0665)
  mask-edge layer 5 nm at wafer: 0.2344 (-0.0229)
  phase-reversed absorber, 6 %: 0.1538 (-0.1035)
\end{verbatim}
